Exact Two-Component Decoupling of the One-Electron Dirac Equation

An electron moves in a static scalar potential V. Its Dirac equation has four components and two kinds of solution: electronic ones, and a second set that begins roughly 2c² lower and extends downward without limit. The problem is to construct a Hermitian matrix that acts on two-component functions and has the electronic energies as its spectrum, and to settle in what sense this is exact.

Atomic units are used, the rest energy c² is subtracted, and † denotes the Hermitian conjugate. With ψ the upper and χ the lower two-component function, the Dirac equation reads

Vψ + c(σ·p)χ = Eψ
c(σ·p)ψ + (V − 2c²)χ = Eχ.

**(a) Expand ψ in n independent functions φ_j and χ in the functions (σ·p)φ_j/2c. Find the matrix equation.**

This choice of lower functions is called restricted kinetic balance. It is suggested by the second equation: when E and V are small beside 2c², χ ≈ (σ·p)ψ/2c. Write

ψ = Σ_j A_j φ_j,  χ = Σ_j B_j (σ·p)φ_j/2c,

and define the matrices

S_ij = ⟨φ_i|φ_j⟩,  T_ij = ½⟨φ_i|p²|φ_j⟩,  V_ij = ⟨φ_i|V|φ_j⟩,
W_ij = ⟨(σ·p)φ_i|V|(σ·p)φ_j⟩.

Since σ·p is Hermitian and (σ·p)² = p², the overlap of (σ·p)φ_i with (σ·p)φ_j is 2T_ij.

Project the first equation on φ_i. The coupling term is c·(1/2c)⟨φ_i|p²|φ_j⟩ = T_ij, so

VA + TB = SAE.

Project the second on (σ·p)φ_i/2c. The coupling gives c·(1/2c)·2T = T. The potential gives W/4c². The term −2c² gives −2c²·2T/4c² = −T. The overlap on the right is 2T/4c² = T/2c². Hence

TA + (W/4c² − T)B = (T/2c²)BE.

Together these are Hv = MvE, with v = (A; B) a column and

H = [[V, T], [T, W/4c² − T]],  M = diag(S, T/2c²).

S and T are positive definite, so M is too. There are 2n real eigenvalues, and the eigenvectors can be normalized to v†Mv = 1.

**(b) Which n solutions are electronic, and under what condition are they separated from the rest?**

Consider vectors (0; b), which have a lower part alone. Their energy quotient is

q(b) = b†(W/4c² − T)b / [b†(T/2c²)b] = −2c² + b†Wb/(2b†Tb).

The last fraction is the mean potential in the lower function (σ·p)φ built from b, since 2b†Tb is its norm. Let w be the largest value of q.

These vectors form an n-dimensional space on which the energy quotient is at most w. By the min-max principle, at least n of the 2n eigenvalues are then at or below w. The assumption from here on is that

the n-th highest eigenvalue lies above w.

Exactly n eigenvalues then lie above w, and these are the electronic ones.

If V ≤ 0 everywhere, as for bare nuclei, then b†Wb ≤ 0 and w ≤ −2c². It is enough that all n upper levels lie above −2c². The condition fails when attraction is so strong that a level reaches w, or when a strongly repulsive region lifts w to the electronic levels. The assumption is sufficient for what follows; it is not claimed to be necessary.

**(c) Collect the electronic eigenvectors as columns of two n×n matrices A and B. Show that a single matrix X gives B = XA.**

Such an X exists if A is invertible. Suppose it is not. Then Aa = 0 for some a ≠ 0, and the combination of electronic eigenvectors with coefficients a is (0; Ba). It is not the zero vector, because the eigenvectors are independent.

As a combination of electronic eigenvectors, its energy quotient is at least the lowest electronic energy, which exceeds w. As a vector with a lower part alone, its quotient is at most w. The contradiction shows that A is invertible, and

X = BA⁻¹.

If the eigenvectors are mixed by an invertible matrix D, then A → AD and B → BD, so BD(AD)⁻¹ = X. Phases, normalization and the choice of vectors within a degenerate level do not matter.

X can also be found without eigenvectors. With v†Mv = 1, the projector on the electronic space is

P = (A; B)(A†, B†)M.

Its left blocks are P₁₁ = AA†S and P₂₁ = BA†S. Therefore

P₂₁P₁₁⁻¹ = BA†S·S⁻¹(A†)⁻¹A⁻¹ = BA⁻¹ = X.

The projector follows from the matrix sign function of M⁻¹H + c², whose eigenvalues are positive for electronic solutions and negative for the others as long as −c² lies in the gap.

**(d) What equation does X satisfy, and why is this called decoupling?**

Let U = (1; X), a 2n×n matrix. The electronic eigenvectors are UA, and with E now the diagonal matrix of electronic energies,

HUA = MUAE.

The upper rows give (V + TX)A = SAE, or

AEA⁻¹ = S⁻¹(V + TX).

The lower rows, multiplied by A⁻¹ from the right, give

T + (W/4c² − T)X = (T/2c²)X AEA⁻¹.

Inserting the first result into the second leaves

T + (W/4c² − T)X = (T/2c²)X S⁻¹(V + TX).

This is a quadratic, or Riccati, matrix equation. To see its meaning, take the complementary vectors N = (Y; 1) that are M-orthogonal to U:

0 = N†MU = Y†S + (T/2c²)X, so Y† = −(T/2c²)XS⁻¹.

The energy coupling between the two spaces is

N†HU = Y†(V + TX) + T + (W/4c² − T)X,

and with this Y† it vanishes by the Riccati equation. H therefore has no element connecting the electronic space with its complement.

The matrix S⁻¹(V + TX) = AEA⁻¹ already has the electronic energies as eigenvalues. It is in general not Hermitian in the metric S, however. That would require SAEA⁻¹ = (A†)⁻¹EA†S, or, multiplying by A† from the left and A from the right, that A†SA commute with E. The normalization gives A†SA = 1 − B†(T/2c²)B, and its elements between levels of different energy need not vanish: the full vectors are M-orthogonal, but their upper parts alone are in general not S-orthogonal. The next part repairs this.

**(e) Construct a Hermitian matrix h, with the ordinary metric S, and prove that its spectrum is the electronic one.**

Multiply HUA = MUAE from the left by U†:

LA = S̃AE,

where

L = U†HU = V + TX + X†T + X†(W/4c² − T)X
S̃ = U†MU = S + X†TX/2c².

Both are Hermitian, and S̃ is positive definite. It is the full norm of a four-component function expressed through its upper coefficients. To return to the metric S, seek R with

R†S̃R = S.

Put R = S^(−1/2) Q S^(1/2) and K = S^(−1/2) S̃ S^(−1/2). The condition becomes S^(1/2) Q†KQ S^(1/2) = S, that is, Q†KQ = 1. The positive definite solution is Q = K^(−1/2), so

R = S^(−1/2) [S^(−1/2) S̃ S^(−1/2)]^(−1/2) S^(1/2).

Now define

h = R†LR,  C = R⁻¹A.

Then

hC = R†LA = R†S̃AE = (R†S̃R)CE = SCE.

Each column of C is thus an eigenvector of h in the metric S, with an electronic Dirac energy. C is a product of invertible matrices, so its n columns are independent. An n×n problem has no room for further eigenvalues. The spectrum of h is therefore the complete electronic spectrum of (H, M), multiplicities included.

The general solution of Q†KQ = 1 is Q = K^(−1/2)Ω with Ω unitary. Another Ω changes h by a transformation that preserves S, and the energies stay the same.

"Exact" refers to the matrix problem of part (a). The finite basis still has its error. The proof also concerns one electron in a given potential. If the repulsion from other electrons is represented by an additional scalar potential, that potential must be included in V and W before X and R are determined. Adding it to h untransformed is an approximation.

**(f) Examine the free electron and the limit c → ∞.**

For V = 0 and a state of momentum p, all matrices become numbers with S = 1 and T = p²/2. The two rows of part (a) give

TX = E,  T − TX = (T/2c²)XE.

Dividing the second by T gives 1 − X = XE/2c², so

X = 2c²/(E + 2c²).

Combining this with TX = E gives E(E + 2c²) = 2c²T = c²p², or E = √(c⁴ + c²p²) − c², the relativistic kinetic energy. The norm factor is

S̃ = 1 + X(TX)/2c² = 1 + E/(E + 2c²) = 2(E + c²)/(E + 2c²).

At small momentum X → 1 and S̃ → 1. At large momentum X → 0 and S̃ → 2: the upper and lower components then carry equal norm. The factor X thus holds back the lower component, which kinetic balance alone would make too large.

For c → ∞ in a fixed basis, with a potential that stays fixed, the Riccati equation reduces to T − TX = 0. Hence X = 1, S̃ = S, R = 1 and

h = V + T + T − T = V + T,

the Schrödinger matrix. For the whole matrix h to be close to V + T, T/2c² must be small for every function in the basis, which very compact functions do not satisfy at the real value of c. A low level in which such functions have little weight approaches its Schrödinger value sooner.

**(g) What happens to the energies if X is replaced by an approximation X′, or if R is omitted?**

Use X′ in both L and S̃. The resulting energies are those of H restricted to the n-dimensional space of vectors (a; X′a). The k-th highest eigenvalue is the maximum, over all k-dimensional subspaces, of the smallest energy quotient in the subspace. Restricting the available subspaces cannot raise this maximum. Therefore, for k = 1, …, n,

E′_k ≤ E_k,

where E_k is the k-th highest electronic Dirac energy. Any error in X lowers the energies or leaves them unchanged. This is the reverse of the familiar variational bound, because H has a second set of levels below the electronic ones.

Omitting R means solving with L and the metric S. Let a be the upper part of the lowest electronic state, with E < 0. Then

a†La/a†Sa = E·(a†S̃a/a†Sa) ≤ E,

because S̃ − S = X†TX/2c² is not negative. The lowest energy again comes out too low.

**(h) Carry out the construction by hand for Pd⁴⁵⁺ with one s-type Gaussian.**

The ion has one electron and Z = 46; the nucleus is a fixed point charge. For the function exp(−αr²) the integrals are

T = 3α/2,  V = −2Z√(2α/π),  W = −2Z(2α)^(3/2)/√π.

The exponent that minimizes T + V is α = 8Z²/9π = 598.71 bohr⁻². With c = 137.036, the numbers are, in hartree where a unit applies,

S = 1,  T = 898.058,  V = −1796.117,
W/4c² = −28.632,  T/2c² = 0.0239114.

The lower diagonal element is −28.632 − 898.058 = −926.690. Eliminating A and B gives

(V − E)(−926.690 − 0.0239114E) = T².

The roots are −904.996 and −39646.262 hartree. Here w = −926.690/0.0239114 ≈ −38755 hartree, which lies between them, as part (b) requires. The upper root is electronic. The results below are computed from unrounded values, so the printed digits may reproduce them only to within one unit in the last place. From V + TX = E,

X = (−904.996 + 1796.117)/898.058 = 0.99227.

The remaining quantities are

S̃ = 1 + 0.0239114·0.99227² = 1.02354
R = 1/√1.02354 = 0.98843
L = −1796.117 + 2·898.058·0.99227 − 926.690·0.99227² = −926.303 hartree
h = R²L = L/S̃ = −926.303/1.0235434 = −904.996 hartree (with S̃ kept to more digits).

This is the upper root. The nonrelativistic value T + V is −898.058 hartree, so relativity lowers the energy by 6.94 hartree in this one-function basis.

**(i) Enlarge the basis and assess the result.**

Take 17 Gaussians for each of the symmetries s½, p½ and p³⁄₂, with exponents from 20 to 4.66·10⁷ bohr⁻² in the ratio 2.5. The energies in hartree are:

1s½: from h −1089.608; closed formula −1089.611
2s½: from h −274.400; closed formula −274.408
2p½: from h −274.402; closed formula −274.408
2p³⁄₂: from h −266.384; closed formula −266.389

The closed formula is the Dirac energy for a point nucleus in the complete space. The two columns differ by 3 to 8 millihartree, which is the basis error. The Dirac matrix and h, by contrast, agree over all levels to 4·10⁻¹⁴ relative to |E| + c², which is rounding error. The decoupling reproduces the basis error along with everything else: the closed formula makes 2s½ and 2p½ degenerate, while both matrices separate them by about 3 millihartree.

The 2p splitting is 8.019 hartree, or 218.2 eV, against 8.018 hartree from the closed formula. Finite nuclear size and radiative corrections are absent from both.

The conditions of the proof can be inspected. For s½, w lies 150.8 hartree below −2c². The eigenvalues of A†SA measure how much norm the upper component retains, and zero would mean a singular A. For s½ the smallest is 0.464 in this basis, and it falls to 0.44–0.45 when tighter functions are added. That is slightly below the free-electron limit of one half, so this limit is not a bound once a potential is present. The X obtained from the sign function agrees with BA⁻¹ to a relative 2·10⁻¹³.

Two further tests leave the radial equations behind. Three-dimensional spinor integrals for the same ion give 136 levels, and the lowest ten agree with the radial ones within 5·10⁻¹⁰ hartree. For one electron in the field of two bare oxygen nuclei 2.3 bohr apart, h and the Dirac matrix agree within 3·10⁻¹¹ hartree, so the theorem is also tested without spherical symmetry.

**(j) Read the effect of approximations on the 1s energy.**

The reference is −1089.608 hartree. In the same basis, the Schrödinger matrix gives −1057.998, so the relativistic lowering is 31.61 hartree. When c is made 100 times larger, the lowest eigenvalue of h comes within 0.01 hartree of the Schrödinger value, in line with part (f).

With the X of a free electron, the energy is −1101.036, too low by 11.43 hartree. With the exact X but without R it is −1123.020, too low by 33.41 hartree. Both errors have the sign derived in part (g). The third decimal belongs to this basis: with 32 functions from 5 to 1.1·10¹⁰ bohr⁻² in the ratio 2, the two energies become −1101.044 and −1123.023, while their distances of 11.43 and 33.41 hartree from the reference remain.

With X′ = 1 the lowest energy is about −336000 hartree. This is a collapse, and its origin can be traced with a single Gaussian. For X′ = 1, L reduces to V + T + W/4c² and S̃ to 1 + T/2c². In the basis of part (h) this is harmless:

−926.690/1.0239114 = −905.049 hartree,

which is 0.053 hartree too low. For large α, however, T grows as α while W grows in magnitude as α^(3/2). The tightest Gaussian of the large basis, α = 4.66·10⁷, has approximately

T = 7.0·10⁷,  V = −5.0·10⁵,  W/4c² = −6.21·10⁸ hartree,  T/2c² = 1860.

Its energy quotient is −5.52·10⁸/1861 ≈ −3.0·10⁵ hartree. The lowest eigenvalue must lie at or below this value, and it does. As α → ∞ the quotient approaches

2c² + W/2T = 2c² − (4Z/3)√(2α/π),

which has no lower bound. Setting X′ = 1 gives compact functions a lower component far too large for an electronic state, and the attraction acting on that component drags the energy down. The inequality of part (g) holds, but it puts no limit on how bad an approximate X can be.

**(k) How must other operators be treated? Use the potential energy as the example.**

An eigenvector C_k of h, where C_k is the k-th column of C, stands for the four-component vector URC_k. The potential has the four-component matrix diag(V, W/4c²), so

⟨V⟩ = C_k†R†(V + X†WX/4c²)RC_k.

Using C_k†VC_k instead combines a transformed state with an untransformed operator. The difference is called the picture-change error.

An independent value comes from varying Z in a fixed basis. M does not depend on Z, while V and W are proportional to it. Differentiating E = v†Hv with v†Mv = 1, the terms from the change of v cancel, because v is an eigenvector and its norm is fixed. What remains is

dE/dZ = v†(∂H/∂Z)v = ⟨V⟩/Z.

For the 1s state the transformed operator gives −2246.32 hartree, and Z dE/dZ from finite differences gives the same to the digits shown. The untransformed V gives −2335.79 hartree. It is wrong by 89.47 hartree, or 4.0 % of the correct value, although the energy of the same eigenvector carries no decoupling error. The last digits depend on the basis: with 32 functions from 5 to 1.1·10¹⁰ bohr⁻² in the ratio 2, the correct value becomes −2246.34, the untransformed one −2335.83, and the error 89.49 hartree. The size of the error also belongs to the choice Ω = 1 in part (e). The transformed value is the same for every Ω, but the untransformed one is not: an R built from Cholesky factors of S and S̃ gives about −2310 hartree in the 17-function basis. The full set of values is in the numerical output below.

Computed values

```
Speed of light c = 137.035999 a.u.; 2c^2 = 37557.730 hartree
Nuclear charge Z = 46
ONE GAUSSIAN, s1/2
exponent = 598.7055 bohr^-2
S = 1.000000; T = 898.0583 hartree; V = -1796.1166 hartree
W/4c^2 = -28.6318 hartree; T/2c^2 = 0.0239114
X = 0.9922744; S-tilde = 1.0235434
R = 0.9884322; L = -926.3030 hartree
h = -904.9963 hartree
quadratic roots = -904.9963, -39646.2615 hartree
FULL BASIS
functions per channel = 17; exponent ratio = 2.5
exponents from 20.0 to 4.6566e+07 bohr^-2
level: Dirac matrix, X2C, closed point-nucleus energy (hartree)
1s1/2: -1089.60817, -1089.60817, -1089.61142
2s1/2: -274.39955, -274.39955, -274.40776
2p1/2: -274.40238, -274.40238, -274.40776
2p3/2: -266.38362, -266.38362, -266.38945
largest |X2C - Dirac|/(|E|+c^2), all channels = 4e-14
2p splitting, X2C = 8.01876 hartree = 218.202 eV
2p splitting, closed formula = 8.01831 hartree
s1/2: w + 2c^2 = -150.798 hartree
s1/2: smallest eigenvalue of A^+ S A = 0.46427
relative difference of X by sign function = 2e-13
1s ENERGY UNDER CHANGES (hartree)
nonrelativistic, same basis = -1057.9984
X replaced by 1, own metric = -335998.2852
X of free electron, own metric = -1101.0355
exact X, R omitted = -1123.0198
1s POTENTIAL ENERGY (hartree)
transformed operator = -2246.3229
Z dE/dZ by finite difference = -2246.3229
untransformed V = -2335.7942
THREE-DIMENSIONAL TESTS
Pd45+: 136 spinors; lowest ten differ by at most 5e-10 hartree
two O nuclei at 2.3 bohr: 76 spinors
lowest electronic energy = -35.467601 hartree
largest |X2C - Dirac| = 3e-11 hartree
```
